# Testing restricted Hartree-Fock ozone for a triplet instability: verification in Python

```python
"""Triplet instability of restricted Hartree-Fock (RHF) ozone.

Result under test: for real orbitals the triplet stability matrix
    H3[ia,jb] = delta_ij delta_ab (e_a-e_i) - (ij|ab) - (ib|ja)
has a negative eigenvalue, and a lower unrestricted (UHF) solution exists.
i,j: occupied orbitals; a,b: virtual orbitals; e: orbital energies.
Opposite alpha/beta rotations theta*v/sqrt(2) change E by lambda*theta^2.
For equal spin numbers <S^2> = sum(1-d_k^2), with d_k the singular values
of the overlap between occupied alpha and beta orbitals.
Energies are in hartree; the molecule lies in the xy plane.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from pyscf import ao2mo, cc, gto, lib, mcscf, scf, solvent

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND, ANGLE = 1.272, 116.8       # experimental geometry: angstrom, degrees
WATER_EPS = 78.4                 # rough static permittivity near 298 K


def make_ozone(bond, basis):
    half = np.radians(ANGLE / 2)
    x, y = bond * np.sin(half), bond * np.cos(half)
    return gto.M(atom=[("O", (0, 0, 0)), ("O", (x, y, 0)),
                       ("O", (-x, y, 0))], basis=basis, verbose=0)


def rotate(coeff, t):
    """Orthogonal orbital rotation; t has shape occupied by virtual."""
    n = t.shape[0]
    k = np.zeros((coeff.shape[1],) * 2)
    k[n:, :n] = t.T
    k[:n, n:] = -t
    return coeff @ expm(k)


def densities(ca, cb, n):
    return np.array([c[:, :n] @ c[:, :n].T for c in (ca, cb)])


def exchange_hessian(eri, c, fock, n):
    """Return gap-(ij|ab)-(ib|ja), and the integrals (ia|jb)."""
    o, v = c[:, :n], c[:, n:]
    nv = v.shape[1]
    ovov = ao2mo.general(eri, (o, v, o, v), compact=False)
    ovov = ovov.reshape(n, nv, n, nv)
    oovv = ao2mo.general(eri, (o, o, v, v), compact=False)
    oovv = oovv.reshape(n, n, nv, nv)
    h = -oovv.transpose(0, 2, 1, 3) - ovov.transpose(0, 3, 2, 1)
    h = h + np.einsum("ij,ab->iajb", np.eye(n), v.T @ fock @ v)
    h = h - np.einsum("ij,ab->iajb", o.T @ fock @ o, np.eye(nv))
    return h.reshape(n * nv, n * nv), ovov.reshape(n * nv, n * nv)


def unrestricted_hessian(ref, eri, ca, cb, n):
    dm = densities(ca, cb, n)
    fock = ref.get_hcore() + np.asarray(ref.get_veff(ref.mol, dm))
    ha, ga = exchange_hessian(eri, ca, fock[0], n)
    hb, gb = exchange_hessian(eri, cb, fock[1], n)
    cross = ao2mo.general(eri, (ca[:, :n], ca[:, n:], cb[:, :n], cb[:, n:]),
                          compact=False).reshape(ha.shape)
    residual = max(np.abs(c[:, :n].T @ f @ c[:, n:]).max()
                   for c, f in zip((ca, cb), fock))
    return np.block([[ha + 2 * ga, 2 * cross],
                     [2 * cross.T, hb + 2 * gb]]), residual


def relax(ref, eri, ca, cb, n):
    """Optimize all orbitals; follow remaining negative Hessian modes."""
    for _ in range(6):
        mf = scf.UHF(ref.mol)
        mf._eri = eri
        mf = mf.newton()
        mf.conv_tol, mf.max_cycle = 1e-11, 100
        occ = np.zeros((2, ca.shape[1]))
        occ[:, :n] = 1
        mf.kernel(np.array([ca, cb]), occ)
        assert mf.converged
        ca, cb = [np.hstack((mf.mo_coeff[s][:, mf.mo_occ[s] > 0],
                             mf.mo_coeff[s][:, mf.mo_occ[s] == 0]))
                  for s in (0, 1)]
        h, residual = unrestricted_hessian(ref, eri, ca, cb, n)
        w, z = eigh(h, subset_by_index=[0, 0])
        if w[0] > 1e-6:
            assert residual < 1e-4
            return SimpleNamespace(e=mf.e_tot, ca=ca, cb=cb, low=w[0],
                                   mode=z[:, 0], mf=mf)
        ta, tb = z[:, 0].reshape(2, n, -1)
        ca, cb = rotate(ca, 0.3 * ta), rotate(cb, 0.3 * tb)
    raise RuntimeError("no stable UHF solution found")


def spin_overlap(mol, ca, cb, n):
    return ca[:, :n].T @ mol.intor("int1e_ovlp") @ cb[:, :n]


def contamination(overlap):
    d = np.linalg.svd(overlap, compute_uv=False)
    return np.sum(1 - d**2), d


def solve_ozone(bond, basis, number_of_starts=1):
    mol = make_ozone(bond, basis)
    n = mol.nelectron // 2
    rhf = scf.RHF(mol)
    rhf.conv_tol = 1e-12
    rhf.kernel()
    assert rhf.converged
    eri, c = rhf._eri, rhf.mo_coeff
    h3, direct = exchange_hessian(eri, c, rhf.get_fock(), n)
    h1 = h3 + 4 * direct
    w, z = eigh(h3, subset_by_index=[0, 3])
    singlet = eigh(h1, eigvals_only=True, subset_by_index=[0, 0])[0]
    ref = scf.UHF(mol)
    ref._eri = eri
    v = z[:, 0].reshape(n, -1)
    angles = np.arange(0.05, 1.21, 0.05)
    scan = []
    for angle in angles:
        t = angle * v / np.sqrt(2)
        scan.append(ref.energy_tot(densities(rotate(c, t),
                                             rotate(c, -t), n)))
    best = int(np.argmin(scan))
    found = []
    for k in range(number_of_starts):
        t = angles[best] * z[:, k].reshape(n, -1) / np.sqrt(2)
        found.append(relax(ref, eri, rotate(c, t), rotate(c, -t), n))
    uhf = min(found, key=lambda item: item.e)
    s2, d = contamination(spin_overlap(mol, uhf.ca, uhf.cb, n))
    assert w[0] < 0 < singlet
    assert uhf.e < rhf.e_tot - 1e-6 and s2 > 1e-4
    return SimpleNamespace(mol=mol, n=n, rhf=rhf, ref=ref, c=c, h3=h3,
                           h1=h1, w=w, v=v, singlet=singlet, uhf=uhf,
                           s2=s2, d=d, angle=angles[best], line=scan[best],
                           starts=[item.e for item in found])


def curvature(ref, ca, cb, n, ta, tb):
    """Second-order energy coefficient by Richardson finite differences."""
    def energy(x):
        return ref.energy_tot(densities(rotate(ca, x * ta),
                                        rotate(cb, x * tb), n))
    e0 = energy(0.0)
    q = [(energy(x) + energy(-x) - 2 * e0) / (2 * x*x) for x in (0.01, 0.02)]
    return (4 * q[0] - q[1]) / 3


main = solve_ozone(BOND, "cc-pvdz", number_of_starts=3)
mol, n, c, ref, uhf = main.mol, main.n, main.c, main.ref, main.uhf
ovlp = mol.intor("int1e_ovlp")

# Hessians against energies of explicitly rotated determinants
rng = np.random.default_rng(4)
random_t = rng.normal(size=main.v.shape)
random_t /= np.linalg.norm(random_t)
for matrix, sign in ((main.h3, -1), (main.h1, 1)):
    expected = random_t.ravel() @ matrix @ random_t.ravel()
    measured = curvature(ref, c, c, n, random_t / np.sqrt(2),
                         sign * random_t / np.sqrt(2))
    assert abs(measured - expected) < 1e-4 * max(1, abs(expected))
fd_triplet = curvature(ref, c, c, n, main.v / np.sqrt(2),
                       -main.v / np.sqrt(2))
assert abs(fd_triplet - main.w[0]) < 1e-5
ta, tb = uhf.mode.reshape(2, n, -1)
fd_uhf = curvature(ref, uhf.ca, uhf.cb, n, ta, tb)
assert abs(fd_uhf - uhf.low) < 1e-5

# Spin contamination along the instability path
t = main.angle * main.v / np.sqrt(2)
path_s2, _ = contamination(spin_overlap(mol, rotate(c, t), rotate(c, -t), n))
singular = np.linalg.svd(main.v, compute_uv=False)
formula_s2 = np.sum(np.sin(np.sqrt(2) * main.angle * singular)**2)
assert abs(path_s2 - formula_s2) < 1e-9

# Spin weights from the overlap with a spin-rotated determinant
pair = spin_overlap(mol, uhf.ca, uhf.cb, n)
x, gauss = np.polynomial.legendre.leggauss(20)
kernel = []
for cosine in x:
    co, si = np.sqrt((1 + cosine) / 2), np.sqrt((1 - cosine) / 2)
    kernel.append(np.linalg.det(np.block([[co * np.eye(n), -si * pair],
                                          [si * pair.T, co * np.eye(n)]])))
weights = np.array([(2*s + 1) / 2 * np.sum(
    gauss * np.polynomial.legendre.Legendre.basis(s)(x) * kernel)
    for s in range(n + 1)])
s2_weights = sum(s * (s + 1) * weights[s] for s in range(n + 1))
assert abs(weights.sum() - 1) < 1e-9
assert abs(s2_weights - main.s2) < 1e-8

# Natural occupations from the total density, not from orbital pairing
sval, svec = np.linalg.eigh(ovlp)
root = (svec * np.sqrt(sval)) @ svec.T
inverse_root = (svec / np.sqrt(sval)) @ svec.T
dm = densities(uhf.ca, uhf.cb, n)
occ, vectors = np.linalg.eigh(root @ dm.sum(axis=0) @ root)
occ, natural = occ[::-1], inverse_root @ vectors[:, ::-1]
paired = np.sort(np.concatenate((1 + main.d, 1 - main.d)))[::-1]
assert np.max(np.abs(occ[:2*n] - paired)) < 1e-7

# Orbital character and spin populations
odd = np.array([label[3] in ("z", "yz", "xz")
                for label in mol.ao_labels(fmt=None)])
pi_part = np.sum(c[odd] * (ovlp @ c)[odd], axis=0)
pi_weight = np.sum(main.v**2 * np.outer(pi_part[:n], pi_part[n:]))
i_top, a_top = np.unravel_index(np.argmax(main.v**2), main.v.shape)
spin_ao = np.diag((dm[0] - dm[1]) @ ovlp)
spin_atom = [spin_ao[p0:p1].sum() for _, _, p0, p1 in mol.aoslice_by_atom()]

# Sizes of neglected effects
triple = solve_ozone(BOND, "cc-pvtz")
short = solve_ozone(BOND - 0.01, "cc-pvdz")
long = solve_ozone(BOND + 0.01, "cc-pvdz")
coupled = cc.CCSD(main.rhf, frozen=3)
coupled.kernel()
assert coupled.converged
correlation = coupled.e_corr + coupled.ccsd_t()
cas = mcscf.CASSCF(main.rhf, 2, 2)
cas.fix_spin_(ss=0)
cas.kernel(natural)
assert cas.converged and cas.e_tot < main.rhf.e_tot
cas_occ = np.linalg.eigvalsh(cas.fcisolver.make_rdm1(cas.ci, 2, 2))[::-1]
wet = []
for method, guess in ((scf.RHF(mol), main.rhf.make_rdm1()),
                      (scf.UHF(mol), dm)):
    wet_mf = solvent.ddCOSMO(method)
    wet_mf.with_solvent.eps = WATER_EPS
    wet_mf.conv_tol = 1e-8
    wet_mf.kernel(dm0=guess)
    assert wet_mf.converged
    wet.append(wet_mf)
wet_s2 = wet[1].spin_square()[0]


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("O-O bond length", BOND, "angstrom", 3)
show("O-O-O angle", ANGLE, "degree", 1)
print("electrons per spin:", n)
for name, case in (("cc-pVDZ", main), ("cc-pVTZ", triple)):
    drop = case.rhf.e_tot - case.uhf.e
    print(name, "basis functions:", case.mol.nao)
    show(name + " RHF energy", case.rhf.e_tot, "hartree")
    show(name + " lowest singlet eigenvalue", case.singlet, "hartree")
    show(name + " lowest triplet eigenvalue", case.w[0], "hartree")
    show(name + " second triplet eigenvalue", case.w[1], "hartree")
    show(name + " UHF energy", case.uhf.e, "hartree")
    show(name + " UHF lowering", drop, "hartree")
    show(name + " UHF lowering", drop * HARTREE_EV, "eV", 4)
    show(name + " UHF lowest Hessian eigenvalue", case.uhf.low, "hartree")
    show(name + " UHF <S^2>", case.s2, "(hbar^2)", 5)
show("finite-difference triplet eigenvalue", fd_triplet, "hartree")
show("pi-to-pi weight of unstable mode", pi_weight, "", 5)
print("largest component: orbital", i_top + 1, "to", n + a_top + 1)
show("largest component weight", main.v[i_top, a_top]**2, "", 4)
show("scan minimum theta", main.angle, "rad", 2)
show("scan minimum energy minus RHF", main.line-main.rhf.e_tot, "hartree")
show("scan minimum <S^2>", path_s2, "(hbar^2)", 5)
print("three starts above lowest UHF (hartree):",
      " ".join(f"{e-uhf.e:.6f}" for e in main.starts))
print("UHF weights S=0,1,2,3:", " ".join(f"{w:.6f}" for w in weights[:4]))
show("<S^2> from spin weights", s2_weights, "(hbar^2)", 5)
print("three smallest pair overlaps:",
      " ".join(f"{v:.5f}" for v in np.sort(main.d)[:3]))
print("UHF frontier natural occupations:", f"{occ[n-1]:.5f} {occ[n]:.5f}")
print("Mulliken spin, centre/end/end (electrons):",
      " ".join(f"{v:.4f}" for v in spin_atom))
for name, case in (("bond -0.01 angstrom", short),
                   ("bond +0.01 angstrom", long)):
    print(f"{name}: triplet {case.w[0]:.6f} hartree, <S^2> {case.s2:.5f}")
show("CCSD(T) correlation energy, cc-pVDZ", correlation, "hartree")
show("CASSCF(2,2) energy minus RHF", cas.e_tot-main.rhf.e_tot, "hartree")
print("CASSCF(2,2) occupations:", " ".join(f"{v:.5f}" for v in cas_occ))
show("water relative permittivity, rough input", WATER_EPS, "", 1)
show("UHF lowering in continuum water", wet[0].e_tot-wet[1].e_tot, "hartree")
show("UHF <S^2> in continuum water", wet_s2, "(hbar^2)", 5)
print("checks complete")
```

Printed output:

```
O-O bond length: 1.272 angstrom
O-O-O angle: 116.8 degree
electrons per spin: 12
cc-pVDZ basis functions: 42
cc-pVDZ RHF energy: -224.265580 hartree
cc-pVDZ lowest singlet eigenvalue: 0.076903 hartree
cc-pVDZ lowest triplet eigenvalue: -0.218823 hartree
cc-pVDZ second triplet eigenvalue: -0.016903 hartree
cc-pVDZ UHF energy: -224.353928 hartree
cc-pVDZ UHF lowering: 0.088348 hartree
cc-pVDZ UHF lowering: 2.4041 eV
cc-pVDZ UHF lowest Hessian eigenvalue: 0.035248 hartree
cc-pVDZ UHF <S^2>: 0.93140 (hbar^2)
cc-pVTZ basis functions: 90
cc-pVTZ RHF energy: -224.340411 hartree
cc-pVTZ lowest singlet eigenvalue: 0.078829 hartree
cc-pVTZ lowest triplet eigenvalue: -0.213847 hartree
cc-pVTZ second triplet eigenvalue: -0.016858 hartree
cc-pVTZ UHF energy: -224.427223 hartree
cc-pVTZ UHF lowering: 0.086812 hartree
cc-pVTZ UHF lowering: 2.3623 eV
cc-pVTZ UHF lowest Hessian eigenvalue: 0.035608 hartree
cc-pVTZ UHF <S^2>: 0.93391 (hbar^2)
finite-difference triplet eigenvalue: -0.218823 hartree
pi-to-pi weight of unstable mode: 0.99436
largest component: orbital 12 to 13
largest component weight: 0.9692
scan minimum theta: 0.75 rad
scan minimum energy minus RHF: -0.057001 hartree
scan minimum <S^2>: 0.76896 (hbar^2)
three starts above lowest UHF (hartree): 0.000000 0.000000 0.000000
UHF weights S=0,1,2,3: 0.538781 0.458983 0.002232 0.000004
<S^2> from spin weights: 0.93140 (hbar^2)
three smallest pair overlaps: 0.28851 0.99752 0.99813
UHF frontier natural occupations: 1.28851 0.71149
Mulliken spin, centre/end/end (electrons): 0.0000 -0.9312 0.9312
bond -0.01 angstrom: triplet -0.214402 hartree, <S^2> 0.92263
bond +0.01 angstrom: triplet -0.223010 hartree, <S^2> 0.93959
CCSD(T) correlation energy, cc-pVDZ: -0.643860 hartree
CASSCF(2,2) energy minus RHF: -0.095081 hartree
CASSCF(2,2) occupations: 1.57070 0.42930
water relative permittivity, rough input: 78.4
UHF lowering in continuum water: 0.087465 hartree
UHF <S^2> in continuum water: 0.93200 (hbar^2)
checks complete
```
